# Image attraction of a point charge in silica near silicon

## Question

A charged species in a thin oxide on silicon polarizes the silicon beneath it, and the polarization acts back on the charge. This question treats the simplest model of that effect.

Silica with relative permittivity $\varepsilon_1$ fills the half-space $z>0$, and silicon with relative permittivity $\varepsilon_2$ fills $z<0$. Both media are linear, local and isotropic, and they meet at a sharp plane. There are no free carriers. A point charge $q$ is held at rest in the silica, on the $z$ axis at $z=d$. The distance from the axis is $\rho$. Energies are measured from the state in which the same charge lies deep in the silica, $d\to\infty$.

**(a)** Find the electrostatic potential in both media.

**(b)** Find the bound charge on the interface and the force that it exerts on $q$. Explain how the total interface charge is related to the image charge.

**(c)** Find the interaction energy $W(d)$ in two ways: from the work done against the force, and by building up the charge at fixed position. Explain why the result is not $q$ times the induced potential.

**(d)** Show that for $|q|=e$, $d=1$ nm, $\varepsilon_1=3.9$ and $\varepsilon_2=11.7$ the charge is attracted to the silicon with an energy of about 0.046 eV.

**(e)** Treat two further cases: the charge in silicon at the same distance from silica, and a substrate that screens completely. Compare the energy of part (d) with $kT$ at 300 K and 1100 K, and state when the model fails.

## Model answers

### (a) The potential

The potential $\phi$ obeys Poisson's equation in each medium. At $z=0$ two quantities are continuous: $\phi$ itself, which makes the tangential electric field continuous, and $\varepsilon\,\partial\phi/\partial z$, because there is no free charge on the interface.

Define the distances from the points $z=d$ and $z=-d$ on the axis,

$$s_-=\sqrt{\rho^2+(z-d)^2},\qquad s_+=\sqrt{\rho^2+(z+d)^2}.$$

In silica, try the potential of the real charge plus that of an image charge $q'$ at $z=-d$. In silicon, try the potential of a single charge $q''$ at $z=d$:

$$\phi_1=\frac{1}{4\pi\varepsilon_0\varepsilon_1}\left(\frac{q}{s_-}+\frac{q'}{s_+}\right),\qquad
\phi_2=\frac{1}{4\pi\varepsilon_0\varepsilon_2}\,\frac{q''}{s_-}.$$

Each fictitious charge lies outside the region in which its potential is used. The trial form therefore has the correct source in silica, the charge $q$, and no source in silicon.

On the interface $s_-=s_+=s$, with $s=\sqrt{\rho^2+d^2}$. Continuity of $\phi$ gives

$$\frac{q+q'}{\varepsilon_1}=\frac{q''}{\varepsilon_2}.$$

For the second condition the derivatives at $z=0$ are needed:

$$\frac{\partial}{\partial z}\frac{1}{s_-}=-\frac{z-d}{s_-^3}\to\frac{d}{s^3},\qquad
\frac{\partial}{\partial z}\frac{1}{s_+}=-\frac{z+d}{s_+^3}\to-\frac{d}{s^3}.$$

The permittivities cancel in $\varepsilon\,\partial\phi/\partial z$, and so does the common factor $d/s^3$. What remains is

$$q-q'=q''.$$

Both conditions hold at every $\rho$, which is why one image charge suffices. Inserting $q''$ from the second condition into the first and multiplying by $\varepsilon_1\varepsilon_2$ gives

$$\varepsilon_2(q+q')=\varepsilon_1(q-q')
\quad\Rightarrow\quad
q'(\varepsilon_1+\varepsilon_2)=q(\varepsilon_1-\varepsilon_2),$$

and therefore

$$q'=q\,\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_1+\varepsilon_2},\qquad
q''=q-q'=\frac{2\varepsilon_2}{\varepsilon_1+\varepsilon_2}\,q .$$

It remains to show that the guess is the solution. Let $u$ be the difference of two solutions whose potentials fall off at least as $1/r$ and whose fields fall off at least as $1/r^2$. The point source cancels, so $\nabla\cdot(\varepsilon\nabla u)=0$ everywhere, including the interface. Multiplying by $u$ and integrating by parts over a large sphere gives

$$\int\varepsilon|\nabla u|^2\,dV=\oint \varepsilon\,u\,\nabla u\cdot d\mathbf S .$$

The right side falls as $r^2\cdot r^{-1}\cdot r^{-2}=r^{-1}$ and vanishes for an infinite sphere. Since $\varepsilon>0$, $\nabla u=0$, and $u$ is a constant that must be zero at infinity. The solution is unique.

### (b) Interface charge and force

The bound charge can be found without the image construction. Inside a uniform dielectric the polarization is proportional to the field, so bound volume charge exists only where there is free charge. It therefore sits in two places: at the point charge, where it reduces the total charge to $q/\varepsilon_1$, and on the interface, with surface density $\sigma$.

The reduced point charge produces at the interface the normal field

$$E_0=-\frac{q\,d}{4\pi\varepsilon_0\varepsilon_1 s^3}.$$

The minus sign appears because the field of a positive charge at $z=d$ points towards negative $z$ there. The flat charged sheet adds $+\sigma/2\varepsilon_0$ just above itself and $-\sigma/2\varepsilon_0$ just below. Other parts of the sheet lie in the same plane and give no normal field. Continuity of the normal displacement then reads

$$\varepsilon_1\left(E_0+\frac{\sigma}{2\varepsilon_0}\right)=\varepsilon_2\left(E_0-\frac{\sigma}{2\varepsilon_0}\right).$$

Collecting the terms in $\sigma$ gives

$$\sigma=2\varepsilon_0E_0\,\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+\varepsilon_1}
=-\frac{q\,d}{2\pi\varepsilon_1 s^3}\,\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+\varepsilon_1}
=\frac{q'd}{2\pi\varepsilon_1 s^3}.$$

The total interface charge is

$$\int_0^\infty\sigma\,2\pi\rho\,d\rho
=\frac{q'd}{\varepsilon_1}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^{3/2}}
=\frac{q'd}{\varepsilon_1}\cdot\frac1d=\frac{q'}{\varepsilon_1}.$$

It is smaller in magnitude than $q'$ by the factor $\varepsilon_1$. There is no contradiction. In $\phi_1$ the image appears as $q'/\varepsilon_1$, and this combination is the actual charge whose vacuum field acts in the silica. The symbol $q'$ denotes the equivalent free charge embedded in silica.

By symmetry the force on $q$ is along $z$. A ring of radius $\rho$ contributes its charge times $d/s^3$, so

$$F=\frac{q}{4\pi\varepsilon_0}\int_0^\infty\sigma\,\frac{d}{s^3}\,2\pi\rho\,d\rho
=\frac{qq'd^2}{4\pi\varepsilon_0\varepsilon_1}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^3}.$$

With $v=\rho^2+d^2$ and $\rho\,d\rho=dv/2$, the integral is $\tfrac12\int_{d^2}^\infty v^{-3}dv=1/(4d^4)$. Hence

$$F=\frac{qq'}{16\pi\varepsilon_0\varepsilon_1d^2}.$$

This equals the force between $q$ and $q'$ at their separation $2d$ in silica. For $\varepsilon_2>\varepsilon_1$ the product $qq'$ is negative, and the force points towards the silicon for either sign of $q$.

### (c) Interaction energy

**Work against the force.** An external agent brings the charge slowly from infinity to $d$ and applies the force $-F$. The work is

$$W(d)=-\int_\infty^dF(x)\,dx
=-\frac{qq'}{16\pi\varepsilon_0\varepsilon_1}\left[-\frac1x\right]_\infty^d
=\frac{qq'}{16\pi\varepsilon_0\varepsilon_1d}.$$

Inserting $q'$ gives

$$W(d)=\frac{q^2}{16\pi\varepsilon_0\varepsilon_1d}\,\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_1+\varepsilon_2}.$$

**Building up the charge.** The potential at the charge due to the interface is the image term of $\phi_1$ at distance $2d$:

$$\phi_{\rm ind}=\frac{q'}{4\pi\varepsilon_0\varepsilon_1(2d)}=\frac{q'}{8\pi\varepsilon_0\varepsilon_1d}.$$

Let the charge grow as $\lambda q$, with $\lambda$ running from 0 to 1 at fixed position. The media are linear, so the induced potential at each stage is $\lambda\phi_{\rm ind}$. Adding $q\,d\lambda$ costs $\lambda\phi_{\rm ind}\,q\,d\lambda$, and

$$W=q\phi_{\rm ind}\int_0^1\lambda\,d\lambda=\tfrac12\,q\,\phi_{\rm ind}=\frac{qq'}{16\pi\varepsilon_0\varepsilon_1d}.$$

The potential of the charge in unbounded silica also costs energy during this process. That part does not depend on $d$ and cancels against the reference state.

The two routes agree. The product $q\phi_{\rm ind}$ would be the work of bringing $q$ to $z=d$ in the field of a charge $q'$ fixed at $z=-d$. The real polarization is not fixed in this way. While the charge is still at $x>d$, its image is at $-x$, farther from it than a fixed image at $-d$ would be. The force along the path is correspondingly weaker, and the work is half as large.

### (d) Numerical value

The image ratio is

$$\frac{q'}{q}=\frac{3.9-11.7}{3.9+11.7}=\frac{-7.8}{15.6}=-0.5 .$$

With $e^2/4\pi\varepsilon_0=1.43996$ eV nm, the energy formula becomes

$$W=\frac{e^2}{4\pi\varepsilon_0}\,\frac{1}{4\varepsilon_1d}\,\frac{q'}{q}
=\frac{1.43996\ \text{eV nm}\times(-0.5)}{4\times3.9\times1\ \text{nm}}
=-0.04615\ \text{eV}.$$

The charge is attracted with an energy of about **0.046 eV**, or 46 meV.

The intermediate quantities fit together. For $q=+e$ the induced potential is $-0.0923$ V, and half of it times $e$ gives the energy. The interface carries a total charge of $-0.128\,e$, which is $-0.5\,e/3.9$. The force is $-0.046$ eV/nm. It has the same numerical value as the energy because $F=W/d$ and $d=1$ nm.

Three numerical tests support the value. Poisson's equation, solved by finite differences without an image charge, gives $-0.04615$ eV when half the induced potential is taken. The force of the interface charge, integrated from infinity, gives the same energy. So does the field energy integrated over all space, less that of the charge in unbounded silica. The last test uses the energy density $\tfrac12\mathbf E\cdot\mathbf D$ of a linear medium, whose own factor one half comes from building up the field. The work integral checks the factor one half without any such build-up, because the charge has its full value along the whole path. The values are listed in the numerical output.

Since $W\propto1/d$, the energy is $-0.092$ eV at 0.5 nm and $-0.023$ eV at 2 nm.

### (e) Further cases and limits

**Charge in silicon.** Exchanging the media changes two things. The image ratio becomes $+0.5$, and the host permittivity in the denominator becomes 11.7. The reference state is now the charge deep in the silicon, so the result does not include the energy of moving the charge from silica to silicon:

$$W=\frac{1.43996\ \text{eV nm}\times0.5}{4\times11.7\times1\ \text{nm}}=+0.0154\ \text{eV}.$$

The charge is now repelled by the interface. In both cases it is drawn towards the medium of higher permittivity. The repulsion in silicon is three times weaker than the attraction in silica, because the image ratios have equal magnitude and the host permittivities differ by a factor of three.

**Complete screening.** If the substrate behaves as a conductor, no static field enters it. This corresponds to $\varepsilon_2\to\infty$, for which $q'\to-q$ and

$$W=-\frac{1.43996\ \text{eV nm}}{4\times3.9\times1\ \text{nm}}=-0.0923\ \text{eV}.$$

This is twice the result of part (d), because $\varepsilon_2=3\varepsilon_1$ makes the dielectric image half as large as the conductor image. The product $q\phi_{\rm ind}$ for the dielectric substrate has the same value. For these permittivities, the number 0.092 eV therefore does not by itself tell complete screening from an omitted factor one half.

**Comparison with thermal energy.** Keep the permittivities fixed as model parameters. At 300 K, $kT=0.0259$ eV and $|W|/kT=1.8$. At 1100 K, $kT=0.0948$ eV and $|W|/kT=0.49$. In this carrier-free model the attraction at 1 nm is thus about half of $kT$ at the higher temperature, a modest bias on the position of a mobile charge. Because $|W|$ varies as $1/d$, it equals $kT$ at about 1.8 nm for 300 K and at about 0.49 nm for 1100 K. The second distance is comparable with atomic spacings, where a continuum description is doubtful.

**When the model fails.**

- *Very small distances.* The formula diverges as $d\to0$. The divergence comes from treating the charge as a point: in the same continuum model, a charge of finite size has a finite energy even at a sharp interface. At atomic distances the structure of the interface, the size of the ion and chemical bonding must be treated explicitly. The width of the interface matters already at $d=1$ nm. If the permittivity falls linearly from 11.7 to 3.9 over 0.5 nm, the energy is about $-0.050$ eV when $d$ is measured from the middle of this layer and about $-0.070$ eV when it is measured from the silicon edge. The value 0.046 eV belongs to the sharp-plane model.
- *A thin oxide film.* The half-space result needs an outer oxide surface much farther from the charge than $d$. In a film only a few nanometres thick this does not hold. If gas with $\varepsilon\approx1$ lies outside, the first image in the outer surface has the ratio $(3.9-1)/(3.9+1)>0$. It repels the charge from that surface and so pushes it towards the silicon. A metal gate outside acts the other way and attracts the charge. With all reflections included and $d=1$ nm, the force in a 3 nm film is about $-0.058$ eV/nm with gas outside and about $-0.02$ eV/nm with a metal gate, and in a 2 nm film the net force points towards the gate. Further images follow from repeated reflection between the two boundaries. The value 0.046 eV is then the contribution of the silicon interface alone, not the full image energy in the film.
- *Free carriers.* The dielectric result applies when the screening length in silicon is much longer than $d$. This limit is approached slowly: in linear screening the attraction is still 13% above the dielectric value when the screening length is $10d$, and 5% above it at $30d$. When the screening length is much shorter than $d$, the conductor limit applies. Heavy doping shortens the screening length. Heating shortens it only when it generates enough additional carriers; at fixed carrier density it lengthens it. The choice must therefore be checked for the actual carrier density and temperature. At 1100 K even undoped silicon, with an intrinsic carrier density of about $2.4\times10^{18}$ cm$^{-3}$, has a Debye length of about 3.5 nm. At $d=1$ nm the real case then lies between the two limits, and the carrier-free energy used in the comparison above underestimates the attraction. Linear screening gives about $-0.060$ eV, or $|W|/kT\approx0.6$. This is a rough figure, because the potential energy of a carrier at the interface under the charge is about $2kT$ and a Debye sphere holds only about one carrier.
- *Fast motion.* Static permittivities assume that the electrons and the lattice have time to respond. A charge that passes faster than the lattice can follow requires frequency-dependent permittivities.

## Computed values

```
Permittivity of silica: 3.9
Permittivity of silicon: 11.7
Distance from interface: 1.0 nm
e^2/(4 pi eps0): 1.43996 eV nm
Image charge / real charge: -0.5000
Total interface charge / real charge: -0.1282
Induced potential at charge +e, formula: -0.09231 V
Induced potential at charge +e, Poisson solve: -0.09230 V
Force along +z, formula: -0.04615 eV/nm
Force along +z, interface charge: -0.04615 eV/nm
Image energy, formula: -0.04615 eV
Image energy, half charge times Poisson potential: -0.04615 eV
Image energy, work from infinity: -0.04615 eV
Image energy, field energy: -0.04615 eV
Image energy, main result: -46.2 meV
Image energy at 0.5 nm, formula: -0.09231 eV
Image energy at 0.5 nm, Poisson solve: -0.09230 eV
Image energy at 2.0 nm, formula: -0.02308 eV
Image energy at 2.0 nm, Poisson solve: -0.02308 eV
Charge in silicon, 1 nm from silica: 0.01538 eV
Complete screening by substrate: -0.09231 eV
kT at 300 K: 0.02585 eV
|Image energy|/kT at 300 K: 1.785
kT at 1100 K: 0.09479 eV
|Image energy|/kT at 1100 K: 0.487
```
